# Decay and transmitted power in a hole below cutoff: test program

```python
"""
Result under test: in a circular air-filled hole (diameter 100 nm, length 100 nm)
in a perfect conductor, at vacuum wavelength 365 nm, the squared field of the
decaying TE11 wave falls by (20/ln 10)*kappa*L, about 28 dB.
  a, L   hole radius and length (nm)      k0     vacuum wavenumber (1/nm)
  p      first zero of J1'                kc     p/a, cutoff wavenumber (1/nm)
  kappa  sqrt(kc^2-k0^2), amplitude decay rate (1/nm)
Time factor exp(-i w t); H is multiplied by the vacuum impedance, so that
curl E = i k0 H and curl H = -i k0 eps E.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import jv, jvp, kve, jn_zeros, jnp_zeros

wavelength, diameter, L = 365.0, 100.0, 100.0
a = diameter / 2
k0 = 2 * np.pi / wavelength
p = jnp_zeros(1, 1)[0]
kc = p / a
kappa = np.sqrt(kc**2 - k0**2)
DB = 20 / np.log(10)
loss = DB * kappa * L


# ---- cutoffs from diagonalizing the radial operator on the unit disc ----
def disc_cutoff(m, wall, index=0, n=1500):
    h = 1.0 / n
    r = (np.arange(n) + 0.5) * h
    inner, outer = np.arange(n) * h, np.arange(1, n + 1) * h
    outer_weight = outer.copy()
    outer_weight[-1] = 0.0 if wall == "TE" else 2.0
    diag = (inner + outer_weight) / (r * h**2) + m**2 / r**2
    off = -outer[:-1] / (h**2 * np.sqrt(r[:-1] * r[1:]))
    ev = eigh_tridiagonal(diag, off, eigvals_only=True,
                          select="i", select_range=(0, 1))
    return np.sqrt(ev[index])


p_grid = disc_cutoff(1, "TE")
p_tm01 = jn_zeros(0, 1)[0]
assert abs(p_grid - p) < 1e-4
assert abs(disc_cutoff(0, "TM") - p_tm01) < 1e-4
# For m = 0 the first TE solution is a constant and is not a mode.
others = [disc_cutoff(0, "TE", 1), disc_cutoff(0, "TM"), disc_cutoff(1, "TM")]
others += [disc_cutoff(m, wall) for m in (2, 3, 4) for wall in ("TE", "TM")]
assert min(others) > p_grid + 0.5
for m in (2, 3, 4):
    assert disc_cutoff(m, "TE") > m and disc_cutoff(m, "TM") > m


# ---- the mode fields put into Maxwell's equations ----
def mode_fields(point):
    x, y, z = point
    r = np.hypot(x, y)
    g = jv(1, kc * r) / r
    dg = -kc * jv(2, kc * r) / r
    psi, psi_x, psi_y = x * g, g + x * x * dg / r, x * y * dg / r
    c = 1j * k0 / kc**2
    E = np.array([c * psi_y, -c * psi_x, 0])
    H = np.array([-kappa * psi_x / kc**2, -kappa * psi_y / kc**2, psi])
    return E * np.exp(-kappa * z), H * np.exp(-kappa * z)


def curl(which, point, h=0.01):
    J = np.zeros((3, 3), complex)
    for i in range(3):
        step = np.zeros(3)
        step[i] = h
        J[i] = (mode_fields(point + step)[which]
                - mode_fields(point - step)[which]) / (2 * h)
    return np.array([J[1, 2] - J[2, 1], J[2, 0] - J[0, 2], J[0, 1] - J[1, 0]])


for point in (np.array([13.0, 21.0, 30.0]), np.array([-28.0, 9.0, 70.0])):
    E, H = mode_fields(point)
    size = k0 * (np.linalg.norm(E) + np.linalg.norm(H))
    assert np.linalg.norm(curl(0, point) - 1j * k0 * H) < 1e-5 * size
    assert np.linalg.norm(curl(1, point) + 1j * k0 * E) < 1e-5 * size
    flux = 0.5 * np.real(E[0] * np.conj(H[1]) - E[1] * np.conj(H[0]))
    assert abs(flux) < 1e-12 * np.linalg.norm(E) * np.linalg.norm(H)
for angle in (0.3, 1.2, 2.5):
    E, _ = mode_fields(np.array([a * np.cos(angle), a * np.sin(angle), 0.0]))
    E_mid, _ = mode_fields(np.array([0.001, 0.001, 0.0]))
    tangential = -np.sin(angle) * E[0] + np.cos(angle) * E[1]
    assert abs(tangential) < 1e-9 * np.linalg.norm(E_mid)

# ---- finite hole between tubes in which the mode propagates ----
n_feed = 2.5
q = np.sqrt((n_feed * k0)**2 - kc**2)


def transmission_formula(length):
    mismatch = (q**2 + kappa**2) / (2 * q * kappa)
    return 1 / (1 + mismatch**2 * np.sinh(kappa * length)**2)


def transmission_integrated(length):
    sol = solve_ivp(lambda z, f: [f[1], (kc**2 - k0**2) * f[0]], (length, 0),
                    np.array([1, 1j * q]), method="DOP853",
                    rtol=1e-10, atol=1e-13)
    fluxes = np.imag(np.conj(sol.y[0]) * sol.y[1])
    assert np.max(np.abs(fluxes / q - 1)) < 1e-4
    f, df = sol.y[:, -1]
    incident, reflected = (f + df / (1j * q)) / 2, (f - df / (1j * q)) / 2
    T, R = 1 / abs(incident)**2, abs(reflected / incident)**2
    assert abs(T + R - 1) < 1e-6
    return T


insertion = []
for length in (L, 2 * L):
    T = transmission_integrated(length)
    assert abs(T / transmission_formula(length) - 1) < 1e-5
    insertion.append(-10 * np.log10(T))
end_gain = 10 * np.log10(4 * (2 * q * kappa / (q**2 + kappa**2))**2)
assert abs(insertion[1] - insertion[0] - loss) < 0.05
assert abs(insertion[0] - (loss - end_gain)) < 0.05

# ---- metal of finite permittivity: hybrid mode of angular order 1 ----
eps_metal = -20 + 4j
K = k0 * a


def hybrid_equation(b, eps):
    """b is the propagation constant times the radius."""
    u, w = np.sqrt(K**2 - b**2 + 0j), np.sqrt(b**2 - eps * K**2 + 0j)
    A = jvp(1, u) / (u * jv(1, u))
    B = -(kve(0, w) / kve(1, w) + 1 / w) / w
    return (A + B) * (A + eps * B) - (b / K)**2 * (1 / u**2 + 1 / w**2)**2


def secant(func, x0, x1, tol):
    f0, f1 = func(x0), func(x1)
    for _ in range(60):
        if f1 == f0:
            return x1
        x2 = x1 - f1 * (x1 - x0) / (f1 - f0)
        x0, f0, x1 = x1, f1, x2
        if abs(x1 - x0) < tol * abs(x1):
            return x1
        f1 = func(x1)
    raise RuntimeError("secant iteration did not converge")


b = 1j * kappa * a
for scale in np.logspace(6, 0, 121):
    b = secant(lambda t: hybrid_equation(t, scale * eps_metal),
               b, b * (1 + 1e-4), 1e-10)
    if scale > 9e5:
        assert abs(b / (1j * kappa * a) - 1) < 1e-3


def matching_determinant(b):
    """Maxwell's radial equations integrated to the wall from both sides."""
    def rhs(r, y, eps):
        ez, hz, ep, hp = y[0], y[1], y[2] / r, y[3] / r
        er = (b * hp - hz / r) / (K * eps)
        hr = (ez / r - b * ep) / K
        return np.array([1j * b * er - 1j * K * hp,
                         1j * b * hr + 1j * K * eps * ep,
                         1j * er + 1j * K * r * hz,
                         1j * hr - 1j * K * eps * r * ez])
    r0, far, columns = 1e-3, 3.4, []
    for e, h in ((1, 0), (0, 1)):
        hp = (K * e + 1j * b * h) / (1j * (b**2 - K**2))
        ep = (K * h - 1j * b * e) / (1j * (K**2 - b**2))
        start = r0 * np.array([e, h, ep, hp], complex)
        columns.append(solve_ivp(rhs, (r0, 1), start, args=(1.0,), rtol=1e-9,
                                 atol=1e-13, method="DOP853").y[:, -1])
    for start in ([0, 1, 0, 0], [0, 0, 0, 1]):
        columns.append(solve_ivp(rhs, (far, 1), np.array(start, complex),
                                 args=(eps_metal,), rtol=1e-9, atol=1e-13,
                                 method="DOP853").y[:, -1])
    return np.linalg.det(np.array(columns).T)


b_integrated = secant(matching_determinant, 1.03 * b, 1.02 * b, 1e-7)
assert abs(b_integrated / b - 1) < 1e-5
loss_metal = DB * b.imag / a * L
assert 0 < loss_metal < loss
film_rate = k0 * np.sqrt(eps_metal).imag

# ---- other neglected effects ----
n_resist = 1.7
kappa_resist = np.sqrt(kc**2 - (n_resist * k0)**2)
kappa_tm01 = np.sqrt((p_tm01 / a)**2 - k0**2)

print(f"vacuum wavelength                       {wavelength:.0f} nm")
print(f"hole diameter                           {diameter:.0f} nm")
print(f"hole length L                           {L:.0f} nm")
print(f"p, first zero of J1'                    {p:.5f}")
print(f"p from radial diagonalization           {p_grid:.5f}")
print(f"lowest cutoff kc*a among other modes    {min(others):.4f}")
print(f"k0                                      {k0:.6f} 1/nm")
print(f"kc                                      {kc:.6f} 1/nm")
print(f"TE11 cutoff wavelength                  {2*np.pi/kc:.1f} nm")
print(f"kappa                                   {kappa:.6f} 1/nm")
print(f"1/e length of the field                 {1/kappa:.2f} nm")
print(f"1/e length of the squared field         {0.5/kappa:.2f} nm")
print(f"kappa*L                                 {kappa*L:.4f}")
print(f"field ratio over L                      {np.exp(-kappa*L):.5f}")
print(f"squared-field ratio over L              {np.exp(-2*kappa*L):.6f}")
print(f"squared-field drop over L               {loss:.2f} dB")
print(f"long-wavelength limit per diameter      {DB*2*p:.2f} dB")
print("-- finite hole between filled tubes --")
print(f"index in feeding tubes                  {n_feed:.1f}")
print(f"q in feeding tubes                      {q:.6f} 1/nm")
print(f"insertion loss, hole of 100 nm          {insertion[0]:.2f} dB")
print(f"insertion loss, hole of 200 nm          {insertion[1]:.2f} dB")
print(f"increase for the added 100 nm           {insertion[1]-insertion[0]:.2f} dB")
print(f"gain from the two ends, long hole       {end_gain:.2f} dB")
print(f"largest possible gain from the ends     {10*np.log10(4):.2f} dB")
print("-- neglected effects --")
print(f"model metal permittivity                {eps_metal.real:.0f} + {eps_metal.imag:.0f}i")
print(f"1/e field depth in the metal            {1/film_rate:.1f} nm")
print(f"decay rate of hybrid mode in the hole   {b.imag/a:.6f} 1/nm")
print(f"same, from radial integration           {b_integrated.imag/a:.6f} 1/nm")
print(f"drop over L with the model metal        {loss_metal:.1f} dB")
print(f"drop through 100 nm of solid metal      {DB*film_rate*L:.1f} dB")
print(f"resist index                            {n_resist:.1f}")
print(f"drop over L, hole filled with resist    {DB*kappa_resist*L:.1f} dB")
print(f"drop over L of the TM01 mode            {DB*kappa_tm01*L:.1f} dB")
print("verified")
```

Printed output:

```
vacuum wavelength                       365 nm
hole diameter                           100 nm
hole length L                           100 nm
p, first zero of J1'                    1.84118
p from radial diagonalization           1.84118
lowest cutoff kc*a among other modes    2.4048
k0                                      0.017214 1/nm
kc                                      0.036824 1/nm
TE11 cutoff wavelength                  170.6 nm
kappa                                   0.032552 1/nm
1/e length of the field                 30.72 nm
1/e length of the squared field         15.36 nm
kappa*L                                 3.2552
field ratio over L                      0.03857
squared-field ratio over L              0.001488
squared-field drop over L               28.27 dB
long-wavelength limit per diameter      31.98 dB
-- finite hole between filled tubes --
index in feeding tubes                  2.5
q in feeding tubes                      0.022273 1/nm
insertion loss, hole of 100 nm          22.87 dB
insertion loss, hole of 200 nm          51.14 dB
increase for the added 100 nm           28.27 dB
gain from the two ends, long hole       5.41 dB
largest possible gain from the ends     6.02 dB
-- neglected effects --
model metal permittivity                -20 + 4i
1/e field depth in the metal            12.9 nm
decay rate of hybrid mode in the hole   0.022490 1/nm
same, from radial integration           0.022490 1/nm
drop over L with the model metal        19.5 dB
drop through 100 nm of solid metal      67.2 dB
resist index                            1.7
drop over L, hole filled with resist    19.4 dB
drop over L of the TM01 mode            39.0 dB
verified
```
